# The 15B separation of the triplet terms of a d² ion: a numerical check

```python
"""Result under test: for two electrons in one d shell of a free ion,
E(3F) = A - 8B and E(3P) = A + 7B, hence E(3P) - E(3F) = 15B.
Symbols: F^k = radial Slater integrals (k = 0, 2, 4);
F2 = F^2/49, F4 = F^4/441; Racah A = F^0 - 49 F4, B = F2 - 5 F4, C = 35 F4.
J, K = direct and exchange integrals between d orbitals of given m.
10Dq = octahedral splitting of the d shell; zeta = spin-orbit constant;
alpha = coefficient of the L(L+1) configuration-interaction correction.
Model parameters are round, rough values for a trivalent vanadium-like ion.
"""
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as const
from scipy.special import lpmv
from pyscf import gto

# ---------- angular integrals by quadrature on the sphere ----------
x_nodes, x_weights = np.polynomial.legendre.leggauss(16)
phi_nodes = np.arange(24) * 2 * pi / 24
X, PHI = np.meshgrid(x_nodes, phi_nodes, indexing="ij")
SPHERE_WEIGHT = x_weights[:, None] * (2 * pi / 24)
M_VALUES = [2, 1, 0, -1, -2]


def harmonic(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, X) * np.exp(1j * a * PHI)
    return y if m >= 0 else (-1) ** a * np.conj(y)


def angular_matrix(k):
    c = np.zeros((5, 5))
    for i, m in enumerate(M_VALUES):
        for j, n in enumerate(M_VALUES):
            if abs(m - n) <= k:
                f = np.conj(harmonic(2, m)) * harmonic(k, m - n) * harmonic(2, n)
                c[i, j] = sqrt(4 * pi / (2 * k + 1)) * np.sum(SPHERE_WEIGHT * f).real
    return c


ANG = {k: angular_matrix(k) for k in (0, 2, 4)}
for k_odd in (1, 3):
    assert np.max(np.abs(angular_matrix(k_odd))) < 1e-12

# expected: J and K coefficients of F2 and F4, as (J2, J4, K2, K4)
derived = {(2, 1): (-2, -4, 6, 5), (2, -1): (-2, -4, 0, 35), (1, 0): (2, -24, 1, 30)}
pair_table = {}
for (m, n), expected in derived.items():
    i, j = M_VALUES.index(m), M_VALUES.index(n)
    found = (49 * ANG[2][i, i] * ANG[2][j, j], 441 * ANG[4][i, i] * ANG[4][j, j],
             49 * ANG[2][i, j] ** 2, 441 * ANG[4][i, j] ** 2)
    assert np.allclose(found, expected, atol=1e-10)
    pair_table[(m, n)] = found

# ---------- all 45 antisymmetric two-electron states ----------
basis = np.zeros((100, 45))
column = 0
for i in range(10):
    for j in range(i + 1, 10):
        basis[10 * i + j, column] = 1 / sqrt(2)
        basis[10 * j + i, column] = -1 / sqrt(2)
        column += 1


def one_body(h):
    one = np.eye(10)
    return basis.T @ (np.kron(h, one) + np.kron(one, h)) @ basis


def repulsion(k):
    v = np.zeros((5, 5, 5, 5))
    for a, ma in enumerate(M_VALUES):
        for b, mb in enumerate(M_VALUES):
            for c, mc in enumerate(M_VALUES):
                for d, md in enumerate(M_VALUES):
                    if ma + mb == mc + md:
                        v[a, b, c, d] = ANG[k][c, a] * ANG[k][b, d]
    full = np.einsum("abcd,st,uv->asbuctdv", v, np.eye(2), np.eye(2))
    return basis.T @ full.reshape(100, 100) @ basis


REP = {k: repulsion(k) for k in (0, 2, 4)}
lz = np.diag(np.array(M_VALUES, float))
lp = np.zeros((5, 5))
for i in range(4):
    m = M_VALUES[i + 1]
    lp[i, i + 1] = sqrt(6 - m * (m + 1))
sz = np.diag([0.5, -0.5])
sp = np.array([[0.0, 1.0], [0.0, 0.0]])
LZ, LP = one_body(np.kron(lz, np.eye(2))), one_body(np.kron(lp, np.eye(2)))
SZ, SP = one_body(np.kron(np.eye(5), sz)), one_body(np.kron(np.eye(5), sp))
L2 = LZ @ LZ + 0.5 * (LP @ LP.T + LP.T @ LP)
S2 = SZ @ SZ + 0.5 * (SP @ SP.T + SP.T @ SP)


def terms(hamiltonian):
    """Energy and state vectors of each term, labelled by (L, S)."""
    energy, vec = np.linalg.eigh(hamiltonian)
    l2 = np.diag(vec.T @ L2 @ vec)
    s2 = np.diag(vec.T @ S2 @ vec)
    out = {}
    for L, S in ((3, 1), (1, 1), (4, 0), (2, 0), (0, 0)):
        pick = (abs(l2 - L * (L + 1)) < 1e-7) & (abs(s2 - S * (S + 1)) < 1e-7)
        assert pick.sum() == (2 * L + 1) * (2 * S + 1)
        assert np.ptp(energy[pick]) < 1e-9
        out[(L, S)] = (energy[pick].mean(), vec[:, pick])
    return out


# ---------- worked example, energies in eV measured from A ----------
B, C = 0.10, 0.40
F4 = C / 35
F2 = B + 5 * F4
slater = {0: 49 * F4, 2: 49 * F2, 4: 441 * F4}
H = sum(slater[k] * REP[k] for k in slater)
levels = terms(H)
E_F, E_P = levels[(3, 1)][0], levels[(1, 1)][0]
gap = E_P - E_F
assert abs(E_F + 8 * B) < 1e-10 and abs(E_P - 7 * B) < 1e-10
assert abs(gap - 15 * B) < 1e-10

# mean Legendre polynomials of the angle between the two electrons
mean_P = {}
for name, key in (("3F", (3, 1)), ("3P", (1, 1))):
    vec = levels[key][1]
    mean_P[name] = [np.trace(vec.T @ REP[k] @ vec) / vec.shape[1] for k in (2, 4)]
assert np.allclose(mean_P["3F"], [-8 / 49, -9 / 441], atol=1e-10)
assert np.allclose(mean_P["3P"], [7 / 49, -84 / 441], atol=1e-10)
cos2 = {name: (1 + 2 * p[0]) / 3 for name, p in mean_P.items()}

# ---------- check without multipoles: Gaussian d shell, hartree ----------
t_nodes, t_weights = np.polynomial.legendre.leggauss(100)
unit_t, unit_w = (t_nodes + 1) / 2, t_weights / 2


def radial_slater(density, r_max):
    r, w = r_max * unit_t, r_max * unit_w
    norm = np.sum(w * density(r))
    inner = density(r[:, None] * unit_t[None, :])
    return {k: 2 * np.sum(w * density(r) * (inner @ (unit_w * unit_t ** k))) / norm ** 2
            for k in (0, 2, 4)}


gauss = radial_slater(lambda r: r ** 6 * np.exp(-2 * r ** 2), 7.0)
expo = radial_slater(lambda r: r ** 6 * np.exp(-2 * r), 35.0)
for s in (gauss, expo):
    assert 0 < s[4] < s[2]
    assert s[2] / 49 - 5 * s[4] / 441 > 4 * s[2] / 441
A_g = gauss[0] - gauss[4] / 9
B_g = gauss[2] / 49 - 5 * gauss[4] / 441
mol = gto.M(atom="H 0 0 0", basis={"H": [[2, [1.0, 1.0]]]}, charge=-1, spin=0, verbose=0)
assert np.allclose(mol.intor("int1e_ovlp"), np.eye(5), atol=1e-10)
eri = mol.intor("int2e").reshape(5, 5, 5, 5)
pairs = [(i, j) for i in range(5) for j in range(i + 1, 5)]
triplet = np.array([[eri[i, k, j, l] - eri[i, l, j, k] for k, l in pairs] for i, j in pairs])
e_trip = np.linalg.eigvalsh(triplet)
assert np.allclose(e_trip[:7], A_g - 8 * B_g, atol=1e-8)
assert np.allclose(e_trip[7:], A_g + 7 * B_g, atol=1e-8)
gap_g = e_trip[7:].mean() - e_trip[:7].mean()

# ---------- octahedral field: triplet levels and trace rule ----------
e_set = np.zeros((5, 2))
e_set[2, 0] = 1
e_set[0, 1] = e_set[4, 1] = 1 / sqrt(2)
proj_e = e_set @ e_set.T


def octahedral(ten_dq):
    h = ten_dq * (0.6 * proj_e - 0.4 * (np.eye(5) - proj_e))
    lift_singlets = 100 * (np.eye(45) - S2 / 2)
    e, v = np.linalg.eigh(H + one_body(np.kron(h, np.eye(2))) + lift_singlets)
    groups = np.split(np.arange(30), np.where(np.diff(e[:30]) > 1e-6)[0] + 1)
    a2 = [e[g].mean() for g in groups if len(g) == 3]
    nine = [e[g].mean() for g in groups if len(g) == 9]
    assert len(a2) == 1 and len(nine) == 3
    ground = v[:, :9]
    p_weight = (12 - np.trace(ground.T @ L2 @ ground) / 9) / 10
    return nine[0], nine[1], nine[2], a2[0], p_weight


ten_Dq = 2.2
for field in (0.5, ten_Dq):
    t1_low, t2, t1_high, a2, p_weight = octahedral(field)
    assert abs(t2 - E_F - 0.2 * field) < 1e-9
    assert abs(a2 - E_F - 1.2 * field) < 1e-9
    assert abs(t1_low + t1_high - (E_F + E_P - 0.6 * field)) < 1e-9
    trace_rule = t1_low + t1_high + a2 - 3 * t2
    assert abs(trace_rule - 15 * B) < 1e-9

# ---------- other neglected effects ----------
zeta, alpha, covalent_factor, temperature = 0.025, 0.004, 0.7, 450.0
l_dot_s = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))
e_so, v_so = np.linalg.eigh(H + zeta * one_body(l_dot_s))
s2_so = np.diag(v_so.T @ S2 @ v_so)
assert s2_so[:21].mean() > 1.9 and s2_so[26:35].mean() > 1.9
spread_F = np.ptp(e_so[:21])
gap_so = e_so[26:35].mean() - e_so[:21].mean()
levels_ci = terms(H + alpha * L2)
gap_ci = levels_ci[(1, 1)][0] - levels_ci[(3, 1)][0]
cov = terms(covalent_factor * H)
gap_cov = cov[(1, 1)][0] - cov[(3, 1)][0]
kT = const.k * temperature / const.e
wavelength = const.h * const.c / (gap * const.e) * 1e9

# ---------- output ----------
print("Coefficients of F2 and F4 in J and K (pure numbers)")
for (m, n), (j2, j4, k2, k4) in pair_table.items():
    print(f"  pair ({m:2d},{n:2d}): J {j2:6.2f} {j4:7.2f}   K {k2:6.2f} {k4:7.2f}")
print(f"Input B = {B:.3f} eV, C = {C:.3f} eV")
print(f"F2 = {F2:.5f} eV, F4 = {F4:.5f} eV")
print(f"Slater F^2 = {slater[2]:.3f} eV, F^4 = {slater[4]:.3f} eV")
print(f"E(3F) - A = {E_F:.4f} eV")
print(f"E(3P) - A = {E_P:.4f} eV")
print(f"E(1D) - A = {levels[(2, 0)][0]:.4f} eV")
print(f"E(1G) - A = {levels[(4, 0)][0]:.4f} eV")
print(f"E(1S) - A = {levels[(0, 0)][0]:.4f} eV")
print(f"Gap E(3P) - E(3F) = {gap:.4f} eV")
print(f"Gap as a wavelength = {wavelength:.1f} nm")
for name in ("3F", "3P"):
    print(f"{name}: mean P2 = {mean_P[name][0]:.4f}, mean P4 = {mean_P[name][1]:.4f}, "
          f"mean cos^2 = {cos2[name]:.4f}")
print("Gaussian d shell, exponent 1 bohr^-2, no multipole expansion")
print(f"  F^2 = {gauss[2]:.6f} hartree, F^4 = {gauss[4]:.6f} hartree")
print(f"  B from radial quadrature = {B_g:.7f} hartree")
print(f"  15B = {15 * B_g:.7f} hartree")
print(f"  triplet gap from orbital integrals = {gap_g:.7f} hartree")
print(f"Octahedral field, input 10Dq = {ten_Dq:.2f} eV (energies from A)")
print(f"  lower 3T1 = {t1_low:.4f} eV, 3T2 = {t2:.4f} eV")
print(f"  upper 3T1 = {t1_high:.4f} eV, 3A2 = {a2:.4f} eV")
print(f"  spacing of the two 3T1 levels = {t1_high - t1_low:.4f} eV")
print(f"  3P weight in the ground level = {100 * p_weight:.2f} percent")
print(f"  trace-rule combination = {trace_rule:.4f} eV")
print(f"Spin-orbit, input zeta = {zeta:.3f} eV")
print(f"  spread of the 3F levels = {spread_F:.4f} eV")
print(f"  gap between 3P and 3F mean energies = {gap_so:.4f} eV")
print(f"L(L+1) correction, input alpha = {alpha:.3f} eV: gap = {gap_ci:.4f} eV")
print(f"Covalency, input factor on B = {covalent_factor:.2f}: gap = {gap_cov:.4f} eV")
print(f"kT at input temperature {temperature:.0f} K = {kT:.4f} eV")
print("done: every assertion held")
```

Printed output:

```
Coefficients of F2 and F4 in J and K (pure numbers)
  pair ( 2, 1): J  -2.00   -4.00   K   6.00    5.00
  pair ( 2,-1): J  -2.00   -4.00   K   0.00   35.00
  pair ( 1, 0): J   2.00  -24.00   K   1.00   30.00
Input B = 0.100 eV, C = 0.400 eV
F2 = 0.15714 eV, F4 = 0.01143 eV
Slater F^2 = 7.700 eV, F^4 = 5.040 eV
E(3F) - A = -0.8000 eV
E(3P) - A = 0.7000 eV
E(1D) - A = 0.5000 eV
E(1G) - A = 1.2000 eV
E(1S) - A = 4.2000 eV
Gap E(3P) - E(3F) = 1.5000 eV
Gap as a wavelength = 826.6 nm
3F: mean P2 = -0.1633, mean P4 = -0.0204, mean cos^2 = 0.2245
3P: mean P2 = 0.1429, mean P4 = -0.1905, mean cos^2 = 0.4286
Gaussian d shell, exponent 1 bohr^-2, no multipole expansion
  F^2 = 0.427844 hartree, F^4 = 0.296200 hartree
  B from radial quadrature = 0.0053732 hartree
  15B = 0.0805985 hartree
  triplet gap from orbital integrals = 0.0805985 hartree
Octahedral field, input 10Dq = 2.20 eV (energies from A)
  lower 3T1 = -2.3721 eV, 3T2 = -0.3600 eV
  upper 3T1 = 0.9521 eV, 3A2 = 1.8400 eV
  spacing of the two 3T1 levels = 3.3242 eV
  3P weight in the ground level = 7.58 percent
  trace-rule combination = 1.5000 eV
Spin-orbit, input zeta = 0.025 eV
  spread of the 3F levels = 0.0883 eV
  gap between 3P and 3F mean energies = 1.5036 eV
L(L+1) correction, input alpha = 0.004 eV: gap = 1.4600 eV
Covalency, input factor on B = 0.70: gap = 1.0500 eV
kT at input temperature 450 K = 0.0388 eV
done: every assertion held
```
